The diamond structure factor with the origin at a bond centre

**Question**

A crystal has the diamond structure: an fcc lattice of cubic edge a, with primitive vectors

a₁ = (a/2)(0,1,1), a₂ = (a/2)(1,0,1), a₃ = (a/2)(1,1,0),

and two identical atoms per primitive cell, at +τ and −τ, where τ = (a/8)(1,1,1). The structure factor is defined per atom,

S(G) = (1/2) Σⱼ exp(−iG·τⱼ),

where j runs over the two atoms and G is a reciprocal lattice vector, so that exp(iG·R) = 1 for every lattice vector R. Write G = (2π/a)(h,k,l), m = h+k+l and N = h²+k²+l², so that N is G² in units of (2π/a)². Energies are in hartree and lengths in bohr.

**(a) Show that the origin is the midpoint of a nearest-neighbour bond. Find which (h,k,l) are allowed, and list the shells of equal N up to N = 19.**

*Answer.* Every lattice vector is (a/2)(n₁,n₂,n₃) with integers nᵢ of even sum. A vector from the atom at −τ to an atom of the other kind of site is therefore

2τ + R = (a/4)(1+2n₁, 1+2n₂, 1+2n₃).

All three components are odd multiples of a/4, so the length is at least √3 a/4 = 0.433a. Two atoms on the same kind of site are at least a/√2 = 0.707a apart. The pair at ±τ has separation 2|τ| = √3 a/4, so it is a nearest-neighbour pair, and its midpoint is the origin.

For the reciprocal lattice, G·aᵢ must be 2π times an integer pᵢ:

G·a₁ = π(k+l) = 2πp₁
G·a₂ = π(h+l) = 2πp₂
G·a₃ = π(h+k) = 2πp₃

Adding the last two and subtracting the first gives 2h = 2(p₂+p₃−p₁), so h is an integer; k and l follow in the same way. Since each pair has an even sum, h, k and l are all even or all odd. Conversely, any such triple satisfies the three conditions.

For even indices, N is 4 times a sum of three squares, which gives 0, 4, 8, 12, 16 and then 20. For odd indices, N is a sum of three numbers from 1, 9, 25, …, which gives 3, 11, 19 and then 27. The shells, with the number of vectors in each, are

N = 0: (000), 1
N = 3: (111), 8
N = 4: (200), 6
N = 8: (220), 12
N = 11: (311), 24
N = 12: (222), 8
N = 16: (400), 6
N = 19: (331), 24

or 89 vectors in all.

**(b) Show that S(G) = cos(G·τ), and that it vanishes on the whole of the (200) and (222) shells.**

*Answer.* The sum has two terms:

S(G) = (1/2)[exp(−iG·τ) + exp(+iG·τ)] = cos(G·τ).

The imaginary parts cancel because the atoms lie at opposite positions: the bond centre is a centre of inversion. The argument is

G·τ = (2π/a)(a/8)(h+k+l) = πm/4,

so S(G) = cos(πm/4).

In the (200) shell one index is ±2 and the others are zero, so m = ±2 and S = cos(π/2) = 0. In the (222) shell m = ±6 when the three signs agree, and m = ±2 otherwise. Since cos(3π/2) = cos(π/2) = 0, all eight members vanish. The waves scattered by the two atoms are then in antiphase: their phase difference 2G·τ = πm/2 is an odd multiple of π.

**(c) Does S depend on N alone? Tabulate it through N = 19.**

*Answer.* The modulus depends on N alone, but the sign does not.

If the indices are odd, m is odd, and cos(πm/4) = ±1/√2. If they are even, write h = 2h′, k = 2k′, l = 2l′. Then

S = cos[π(h′+k′+l′)/2],

which is ±1 when h′+k′+l′ is even and 0 when it is odd. An integer and its square have the same parity, so h′+k′+l′ has the parity of h′²+k′²+l′² = N/4. Hence

|S| = 1/√2 for odd indices,
|S| = 1 for even indices with N/4 even,
|S| = 0 for even indices with N/4 odd.

For the signs, each shell must be divided by |m|; the cosine is even, so G and −G share one value. In the (311) shell, for example, the 3 can stand in three places. With the 3 taken positive, the sums are 3+1+1 = 5, 3+1−1 = 3 (twice) and 3−1−1 = 1. Three places and the overall sign ± multiply these counts by 6, which gives 6, 12 and 6 vectors. In the (331) shell the 1 has three places. With the first 3 positive, the sums are 7, 5, 1 and −1, which gives 6 vectors with |m| = 7, 6 with |m| = 5 and 12 with |m| = 1. The other shells are counted likewise.

N; example; |m|; vectors; S
0; (0,0,0); 0; 1; +1
3; (1,1,1); 3; 2; −0.7071
3; (1,1,−1); 1; 6; +0.7071
4; (2,0,0); 2; 6; 0
8; (2,2,0); 4; 6; −1
8; (2,0,−2); 0; 6; +1
11; (3,1,1); 5; 6; −0.7071
11; (3,1,−1); 3; 12; −0.7071
11; (3,−1,−1); 1; 6; +0.7071
12; (2,2,2); 6; 2; 0
12; (2,2,−2); 2; 6; 0
16; (4,0,0); 4; 6; −1
19; (3,3,1); 7; 6; +0.7071
19; (3,3,−1); 5; 6; −0.7071
19; (3,1,−3); 1; 12; +0.7071

**(d) The crystal potential is a sum of identical spherical atomic potentials v. Express its Fourier coefficients through S. Evaluate those of (111), (1,1,−1), (200) and (220) for the model v(r) = −v₀ exp(−r²/2w²), with v₀ = 1 hartree, w = 1 bohr and a = 8 bohr. What does the sign of V(111) mean?**

*Answer.* The primitive cell has volume Ω = a³/4 = 128 bohr³. With V(r) = Σ_G V(G) exp(iG·r), the coefficients are

V(G) = (1/Ω) ∫_cell V(r) exp(−iG·r) d³r, where V(r) = Σ_R Σⱼ v(r−R−τⱼ).

Put u = r−R−τⱼ in each term. Then exp(−iG·r) = exp(−iG·u) exp(−iG·τⱼ), because exp(−iG·R) = 1. As R runs over the lattice, the shifted cells fill all space once, so

V(G) = (1/Ω) Σⱼ exp(−iG·τⱼ) ∫ v(u) exp(−iG·u) d³u = (2/Ω) v̂(G) S(G).

Here v̂ is the integral over all space, and the 2 cancels the 1/2 in the definition of S.

The Gaussian integral factorizes into three of the form

∫ exp(−x²/2w² − iqx) dx = √(2π) w exp(−q²w²/2),

obtained by completing the square, x²/2w² + iqx = (x+iqw²)²/2w² + q²w²/2. Therefore

v̂(G) = −v₀ (2π)^(3/2) w³ exp(−G²w²/2).

At G = 0 the factor 2v̂/Ω is −0.246088 hartree, the mean potential. For N = 3, G² = 1.8506 bohr⁻², and

2v̂/Ω = −0.246088 × exp(−1.8506/2) = −0.09755 hartree.

The coefficients are

V(111) = (−0.09755)(−0.7071) = +0.06898 hartree = 1.877 eV
V(1,1,−1) = (−0.09755)(+0.7071) = −0.06898 hartree
V(200) = (−0.07166)(0) = 0
V(220) = (−0.02087)(−1) = +0.02087 hartree

The atomic factor for (200) is not small; its coefficient vanishes because of the geometry. A numerical Fourier transform of the wells summed in real space, which makes no use of S, gives the same coefficients.

The positive V(111) does not mean that the atoms repel. Since V(−G) = V(G), the pair ±G contributes 2V(G) cos(G·r) to the potential. At an atom, r = ±τ, this is

2V(G) S(G) = 2 (2v̂/Ω) S²,

which is never positive when v̂ < 0, whatever the sign of S. For the pair ±(111) it is 2 × 0.06898 × (−0.7071) = −0.0976 hartree.

The relative signs within a shell do matter. At the bond centre, r = 0, the eight (111) vectors contribute

2(+0.06898) + 6(−0.06898) = −0.276 hartree,

so this shell lowers the potential there. If +0.06898 were used for all eight, the result would be +0.552 hartree, with the wrong sign.

**(e) The origin is moved to the atom at −τ. What becomes of S?**

*Answer.* The atoms are now at 0 and 2τ, and

S′(G) = (1/2)[1 + exp(−2iG·τ)] = exp(−iG·τ) cos(G·τ).

The modulus is unchanged, so the zeros remain. For (111), 2G·τ = 3π/2 and exp(−3πi/2) = +i, so S′ = (1+i)/2, of modulus 1/√2. The advantage of the bond centre is that S is real. In a plane-wave basis, the matrix elements V(G−G′) of this local potential are then real, and so is the diagonal kinetic energy, so the Hamiltonian matrix is real and symmetric. With the origin on an atom it is complex and Hermitian.

**(f) Do the zeros survive if (i) the two atoms differ, or (ii) the atoms are alike but there is extra potential on the bonds? For (ii), add to the model a Gaussian well of depth 0.1 hartree and width w = 1 bohr at every bond centre.**

*Answer.* (i) With atom A at +τ and atom B at −τ, the derivation in (d) gives

V(G) = (1/Ω)[v̂_A exp(−iG·τ) + v̂_B exp(iG·τ)]
= (1/Ω)[(v̂_A+v̂_B) cos(G·τ) − i(v̂_A−v̂_B) sin(G·τ)].

For (200), G·τ = π/2 and V = −i(v̂_A−v̂_B)/Ω. For (222), G·τ = 3π/2 and V = +i(v̂_A−v̂_B)/Ω. Both are nonzero wherever v̂_A and v̂_B differ.

(ii) The atom at −τ has neighbours displaced by (a/4)(1,1,1), (a/4)(1,−1,−1), (a/4)(−1,1,−1) and (a/4)(−1,−1,1). Adding half of each displacement to −τ gives the four bond centres of a primitive cell:

0, −(a/4)(0,1,1), −(a/4)(1,0,1), −(a/4)(1,1,0).

Their phase sum is

B(G) = 1 + exp[iπ(k+l)/2] + exp[iπ(h+l)/2] + exp[iπ(h+k)/2].

For (200), B = 1+1−1−1 = 0. For (222), B = 1+1+1+1 = 4. The bond wells have 0.1 times the atomic v̂, so they add

V(222) = 4 × 0.1 v̂/Ω = 0.2 × (2v̂/Ω) = 0.2 × (−0.006077) = −0.001215 hartree.

The zero of (222) thus holds for a sum of identical spherical atoms but is lost when potential is added on the bonds. The zero of (200) has a deeper cause. Consider the screw operation

r → Or + t, with O(x,y,z) = (x,−z,y) and t = (a/4)(1,0,1).

It takes −τ to (a/8)(1,1,1) = τ, and τ to (a/8)(3,−1,3) = −τ + a₂. The rotation O maps the fcc lattice onto itself, so the atoms, and with them the bond centres, are carried into one another. Hence V(r) = V(Or+t). Substituting r′ = Or+t in the integral for V(G), with G·r = OG·(r′−t), gives

V(G) = exp(iOG·t) V(OG), or V(OG) = exp(−iOG·t) V(G).

For G = (200), OG = G and G·t = (4π/a)(a/4) = π, so V(200) = −V(200) = 0. Cyclic permutation of x, y, z and inversion, both symmetries about the bond centre, extend this to the whole shell. It holds for any potential with the full symmetry of the diamond structure.

For (222), OG = (2,−2,2) and OG·t = 2π, so the relation gives V(2,−2,2) = V(222). This links two different coefficients; taken by itself, such a relation forces a zero only when OG = G and the phase differs from +1. An operation with OG = −G and phase −1 also forces a zero, through V(−G) = V(G); but followed by the inversion it becomes r → −Or − t, which has OG = G and the same phase, so it is not a separate case. That no operation of the diamond structure forces V(222) to vanish is shown by the bond wells, which have the full symmetry and give V(222) ≠ 0.

The same relation explains the signs in (c). For (111), OG = (1,−1,1) and OG·t = π, so the two coefficients are equal and opposite. In each shell through N = 19 the vectors differ only by permutations and sign changes of the indices, so they are related by operations of the crystal, each a rotation combined with a translation, and the translation supplies the sign. This need not hold for larger N: the shell N = 27 contains both (333) and (511), which no such operation connects.

The numerical output below lists the coefficients for all shells through N = 19.

Calculated quantities

```
cubic edge a = 8.0 bohr, primitive volume = 128.0 bohr^3
atomic well: depth 1.0 hartree, width 1.0 bohr
2 pi/a = 0.785398 1/bohr
Shells: N, members, |S|, G^2 (1/bohr^2), 2 vhat/Omega (hartree)
  0   1 1.0000   0.0000  -0.246088
  3   8 0.7071   1.8506  -0.097555
  4   6 0.0000   2.4674  -0.071664
  8  12 1.0000   4.9348  -0.020869
 11  24 0.7071   6.7854  -0.008273
 12   8 0.0000   7.4022  -0.006077
 16   6 1.0000   9.8696  -0.001770
 19  24 0.7071  11.7202  -0.000702
vectors with N <= 19: 89
Table: N, example (h,k,l), |h+k+l|, members, S, V(G) (hartree)
  0 (0, 0, 0)     0   1   1.0000  -0.246088
  3 (1, 1, 1)     3   2  -0.7071   0.068982
  3 (1, 1, -1)    1   6   0.7071  -0.068982
  4 (2, 0, 0)     2   6   0.0000   0.000000
  8 (2, 2, 0)     4   6  -1.0000   0.020869
  8 (2, 0, -2)    0   6   1.0000  -0.020869
 11 (3, 1, 1)     5   6  -0.7071   0.005850
 11 (3, 1, -1)    3  12  -0.7071   0.005850
 11 (3, -1, -1)   1   6   0.7071  -0.005850
 12 (2, 2, 2)     6   2   0.0000   0.000000
 12 (2, 2, -2)    2   6   0.0000   0.000000
 16 (4, 0, 0)     4   6  -1.0000   0.001770
 19 (3, 3, 1)     7   6   0.7071  -0.000496
 19 (3, 3, -1)    5   6  -0.7071   0.000496
 19 (3, 1, -3)    1  12   0.7071  -0.000496
V(111) = 1.8771 eV
S(111), origin on an atom: 0.5000 +0.5000 i
added bond-centre wells: depth 0.1 hartree, width 1.0 bohr
bond centres per cubic cell: 16
with bond wells V(200) = 0.000000 hartree
with bond wells V(222) = -0.001215 hartree
```
